# Fractional nuclear charge versus remote gates in a doped symmetric monolayer

## What symmetry and dimensions already fix

Let a monolayer receive $\delta$ extra electrons per cell of area $A$, so that the added density is $n=\delta/A$. Outside a charged sheet the laterally averaged field depends on the averaged charge per area, $en$, and on $\varepsilon_0$. The distance from the sheet cannot enter, because the averaged sheet supplies no length to compare it with. Its magnitude is therefore $c\,en/\varepsilon_0$, with $c$ a pure number. Mirror symmetry makes the fields on the two sides equal and opposite, and Gauss's law then gives $2E=en/\varepsilon_0$, so $c=1/2$.

This field does not decay. Its energy per area grows in proportion to the height of the vacuum, so an isolated charged layer has no finite energy per cell, and positive charge must be put somewhere. Two places are compared here:

- **Nuclear compensation.** The nuclear charge numbers are raised by small amounts $\delta_a$, with $\sum_a\delta_a=\delta$, placed mirror-symmetrically.
- **Gate compensation.** Two equal, uniform sheets at $z=\pm d$, outside the electron cloud, carry $+en/2$ per area each.

A charge $e\delta$ at an atomic distance $\ell$ shifts an electron's energy by a number times $e^2\delta/(4\pi\varepsilon_0\ell)$. Here the number depends on the shape of the state. The far field thus depends on the total charge, while the band shifts depend on where that charge sits.

## Contribution 1: the far field

Let $n_{\rm nuc}$ be the density of added nuclear charge. Outside the layer

$$E=\frac{e\,(n-n_{\rm nuc})}{2\varepsilon_0},$$

pointing toward the layer when electrons are in excess. Nuclear compensation has $n_{\rm nuc}=n$ and $E=0$. Gate compensation has $n_{\rm nuc}=0$ and keeps $E=en/(2\varepsilon_0)$ between the layer and each gate.

Zero field does not by itself make the two vacuum levels equal. The averaged potential of a charge profile $\rho(z)$ is

$$\phi(z)=-\frac{1}{2\varepsilon_0}\int|z-z'|\,\rho(z')\,dz'.$$

For a neutral layer, $|z-z'|=\pm(z-z')$ far above or below, so $\phi\to\pm P/(2\varepsilon_0)$ with $P=\int z\rho\,dz$. The step is $P/\varepsilon_0$. It vanishes here because $\rho$ is even in $z$. This is where the symmetry of the monolayer, and of the choice of $\delta_a$, is needed.

## Contribution 2: the lateral structure of the compensating charge

Take one plane of added charges $e\delta_a$, at lateral position $\mathbf s_a$ and height $z_a$ in each cell. For an in-plane reciprocal vector $\mathbf G$, Poisson's equation reads

$$\left(\partial_z^2-G^2\right)\phi_{\mathbf G}=-\frac{e\delta_a}{\varepsilon_0A}\,e^{-i\mathbf G\cdot\mathbf s_a}\,\delta_{\rm D}(z-z_a),$$

where $\delta_{\rm D}$ is the Dirac function. For $G\neq0$ the decaying solution is $Ce^{-G|z-z_a|}$. Its slope jumps by $-2GC$, which must equal the coefficient on the right. An electron has energy $u=-e\phi$, hence

$$u_{\mathbf G}(z)=-\frac{e^2\delta_a}{2\varepsilon_0AG}\,e^{-i\mathbf G\cdot\mathbf s_a}e^{-G|z-z_a|},\qquad u_0(z)=\frac{e^2\delta_a}{2\varepsilon_0A}|z-z_a|.$$

Neutrality cancels the long-range slope of $u_0$ against that of the added electrons. It does not cancel the terms with $G\neq0$, which are largest at the nuclei. These terms, with the cusp of $u_0$ inside the layer, are the chemical perturbation: each nucleus has become a slightly different element.

For the gates the corresponding energy, when $|z|<d$, is

$$u_{\rm gate}=\frac{e^2n}{4\varepsilon_0}\big(|z-d|+|z+d|\big)=\frac{e^2n}{4\varepsilon_0}\big[(d-z)+(d+z)\big]=\frac{e^2nd}{2\varepsilon_0}.$$

It is constant. The two gate fields cancel inside the layer, so the gate charge shifts all bands there together and leaves their spacings alone.

## Contribution 3: the bare shift of a gap

Let $\rho_c$ and $\rho_v$ be the normalized densities of the conduction and valence edge states. To first order in $u$, with the other electrons held fixed,

$$\Delta E_{\rm gap}=\int u\,(\rho_c-\rho_v)\,d^3r .$$

Both densities integrate to one, so a constant $u$ gives zero. A nuclear $u$ gives zero only if the two states feel the changed nuclei equally. Attraction that favours the conduction state closes the gap, and attraction that favours the valence state opens it.

## Contribution 4: the response of the electrons

The electrons rearrange, and the added ones repel the rest. In a mean-field description that keeps Hartree changes,

$$\Delta V=u+\int v\,(n_{\rm el}-n_{\rm el,0}),$$

where $v$ is the Coulomb repulsion, $n_{\rm el}$ the electron density and $n_{\rm el,0}$ its undoped value. The second term is present with gates too. Gate doping therefore does not freeze the bands. The error of nuclear compensation is its result minus the gate result at equal doping, not its result minus the undoped one.

The screened shift has a useful second reading. Let $E$ be the electronic energy, stationary with respect to the orbitals at fixed occupations. Let $f_c$ be the occupation of the conduction edge, $Z_a$ the charge number added on site $a$, and $\rho_a$ its normalized core shape. Because of stationarity, only explicit dependence contributes to first derivatives:

$$\frac{\partial E}{\partial f_c}=\varepsilon_c,\qquad \frac{\partial E}{\partial Z_a}=-\iint\rho_a\,v\,n_{\rm el}.$$

Equality of the mixed derivatives gives

$$\frac{\partial\varepsilon_c}{\partial Z_a}=-\frac{\partial}{\partial f_c}\iint\rho_a\,v\,n_{\rm el}.$$

A nucleus lowers a band by as much as an electron added to that band raises the repulsion energy at the nucleus, screening included.

## A worked layer

The model is a square X–M–X layer with period $0.32$ nm: M lies in the midplane, and the X atoms lie at $\pm0.16$ nm above and below the hollows of the M lattice. Gaussian wells, four valence electrons per cell and a fixed undoped potential define the bands. Exchange-correlation changes, spin-orbit coupling and relaxation are left out. The added ions have Gaussian cores of width $0.05$ nm. All added electrons are placed at the conduction edge, averaged over its equivalent valleys.

With $n=10^{13}\ \mathrm{cm^{-2}}=0.1\ \mathrm{nm^{-2}}$ and $A=0.1024\ \mathrm{nm^2}$, $\delta=0.01024$. Gauss's law gives $9.05$ MV/cm, or $0.905$ V/nm. The self-consistent potential has this outside slope with gates, and less than $0.001$ MV/cm with the charge on either M or X.

The same field sets the scale of the chemical term. Since $e^2/(4\pi\varepsilon_0)=[e^2n/(2\varepsilon_0)]/(2\pi n)$, choosing $\ell=0.1$ nm gives

$$\frac{e^2\delta}{4\pi\varepsilon_0\ell}=\frac{0.905\times0.1024}{2\pi\times0.1}\ \mathrm{eV}\approx0.15\ \mathrm{eV}.$$

The computed bare gap shift is $-120$ meV for charge on M, but $+2$ meV for charge on X. In total, the conduction edge is attracted to M much more strongly than the valence edge is, while X attracts the two almost equally. For M, about $-86$ meV comes from the laterally averaged part $u_0$, because the conduction state lies closer to the midplane; the terms with $G\neq0$ supply the other $-34$ meV. For X the two parts are about $-23.5$ and $+25.5$ meV and nearly cancel; with a converged cutoff they become $-23.4$ and $+25.7$ meV, so their sum moves from $2.0$ to $2.3$ meV.

The self-consistent gaps are:

| Case | Gap (eV) | Relative to undoped (meV) | Relative to gates (meV) |
|---|---:|---:|---:|
| Undoped | 0.529 | 0 | – |
| Gates | 0.566 | +37 | 0 |
| Charge on M | 0.523 | −6 | −43 |
| Charge on X | 0.569 | +40 | +3 |

Charge on M leaves the gap closest to its undoped value, yet has the larger error. The mean field of the added electrons opens the gap by 37 meV, and the M nuclei close it by 43 meV. The near-cancellation hides a change that the gated layer of this model shows.

For M the response reduces the bare $-120$ meV to $-43$ meV, a factor of $0.36$. For X the shift instead grows from 2 to 3 meV. One dielectric constant cannot describe both: screening changes the spatial shape of $u$, so a near-cancellation in $\int u(\rho_c-\rho_v)$ need not survive it.

The errors on M and X have opposite signs. To linear order, some mixture of the two sites therefore removes the gap error. That is one condition on one spacing, and other spacings generally require another mixture. For example, the energy difference between the lowest conduction states at $(\tfrac12,\tfrac12)$ and $(0,\tfrac12)$, in units of $2\pi/a$, has an error of $-7$ meV with charge on M and nearly none with charge on X. The mixture that removes the gap error has about 7% of the charge on M, and it leaves an error of about $-0.5$ meV in this difference.

Going from a $6\times6$ to an $8\times8$ wave-vector mesh changes the M error by $-0.8$ meV, and a $10\times10$ mesh changes it by a further $-0.2$ meV, to about $-44$ meV. The 37 meV opening with gates grows by about $0.9$ meV between the $6\times6$ and $10\times10$ meshes. A larger cutoff and taller cell change the M error by $-0.05$ meV, measured on a coarse $2\times2$ mesh where that error is $-35$ meV. On the same coarse mesh, raising the cutoff from 100 to 150 eV changes the opening with gates by about $0.1$ meV. On the $6\times6$ mesh, raising it from 100 to 160 eV changes the opening by about $+0.2$ meV and the M error by about $-0.15$ meV. The small X error changes by less than $0.1$ meV between the $6\times6$ and $10\times10$ meshes, and by about $0.02$ meV when the cutoff is raised from 100 to 150 eV on the coarse mesh. The absolute gaps are less settled: the same increase in cutoff raises the undoped gap by about $0.023$ eV. Still larger cutoffs add only about $0.001$ eV more. The second and third decimals in the gap column therefore serve only to form differences.

Reciprocity was tested at one tenth of the doping on a $4\times4$ mesh. Moving the compensation from X to M lowers the conduction edge by $4.157$ meV. The potential produced at the nuclei by the added electrons predicts $4.158$ meV. Dividing by $\delta/10=0.001024$ gives about $4.1$ eV per unit occupation: the amount by which a conduction electron raises the repulsion at M more than at X.

## Moving the charge away

If distance is what removes the chemical term, moving the same charge off the nuclei should remove it continuously. Place half of it above and half below each M atom, at $\pm d$. The bare gap shift then falls as follows:

| $d$ (nm) | 0 | 0.1 | 0.2 | 0.3 | 0.5 |
|---|---:|---:|---:|---:|---:|
| Shift (meV) | −120 | −78 | −25 | −5.2 | −0.13 |

At $0.5$ nm a full self-consistent calculation differs from the ideal-gate gap by only $-0.04$ meV. The charge is still grainy, with one point above and one below each M atom, but the layer no longer resolves the grains.

The factor $e^{-Gd}$ explains the scale. For the shortest $G=2\pi/a$, moving from $0.3$ to $0.5$ nm should reduce the ripple by $e^{2\pi\times0.2/0.32}\approx51$; the table gives about 41. The exponential law applies when the charge lies outside the electron density. At $0.3$ nm the charge still overlaps the tails of that density, which weakens the ripple of shortest $G$ there; this part alone falls by about 41. The averaged potential and the waves with larger $G$ add about $-0.6$ and $+0.9$ meV at $0.3$ nm and nearly cancel.

For a grainy gate of the same period at 5 nm, the factor is about $10^{-43}$. Slow variations behave differently: charge disorder of wavelength $\lambda$ is reduced by $e^{-2\pi d/\lambda}$, which is only $0.53$ for $\lambda=50$ nm and $d=5$ nm. A remote gate is harmless in this sense if its charge has no appreciable variation at wavelengths comparable to or longer than its distance.

## Beside a real channel, and where the argument fails

The period and doping are roughly those of a dual-gated transition-metal dichalcogenide monolayer. The model's gap of roughly $0.5$ eV is well below the rough $1.5$–$2$ eV optical gaps of common semiconducting members, and its electron affinity of 10 eV is far above the rough 4 eV. The 43 meV is thus a result for this model, not a prediction for a material. The 37 meV opening with gates is a Hartree effect only. Exchange among the added electrons lowers the conduction edge by roughly $e^2k_F/(4\pi\varepsilon_0\varepsilon)$, with $k_F=\sqrt{\pi n}\approx0.56\ \mathrm{nm^{-1}}$ for two valleys and two spins. For a rough $\varepsilon=5$ this is about $0.16$ eV, larger than the opening and of opposite sign, and doped semiconducting monolayers generally show a shrinking quasiparticle gap. The sign of the gated shift, and the near-cancellation found for charge on M, therefore do not carry over to a real layer. What carries over is the rule that the error must be measured against the gated layer at equal doping. At 300 K the thermal energy, 26 meV, exceeds the zero-temperature filling of the two valleys, roughly 15–17 meV, so real electrons spread over states that the model replaces by the band edge.

A device with only one gate breaks the assumption of two equal gates. A single gate carrying all the charge gives $u=\text{constant}-e^2nz/(2\varepsilon_0)$ across the layer. Between the outer planes this is a bare drop of $0.905\times0.32\approx0.29$ eV. For nondegenerate states of definite mirror parity the sloping part gives no first-order energy shift, but it mixes even and odd states, which shifts the energies at second order. The resulting gap change was not computed. A single gate avoids altered nuclei, but not a perturbation of the layer.

A gate may also act through an insulator. With a rough relative permittivity of 4, the field falls from $9.05$ to $2.26$ MV/cm, below the rough 10 MV/cm at which a good oxide breaks down. For a 5 nm insulator with a 3 eV barrier and the free-electron mass, the tunnelling exponential is about $10^{-35}$. A mass of $0.4$ multiplies the exponent by $\sqrt{0.4}$ and gives about $10^{-22}$, still small. The insulator's screening inside the layer is not included.

If vacuum separates layer and gate, the retained field sets another limit. With a 4 eV affinity, the vacuum potential drops to the conduction edge after $4/0.905\approx4.4$ nm. Beyond roughly this distance, electrons can lower their energy by tunnelling into vacuum states in front of the gate. Confinement against the gate surface pushes this onset further out, while the image attraction of a metal gate pulls it closer. A real metal gate also has empty states of its own, usually below the layer's conduction edge, so electrons can leak into it by tunnelling across a narrower gap as well. Nuclear compensation has no such limit, because its outside field is zero. It gains this by placing the positive charge where the bands can distinguish one atom from another.

The main computed values are in the numerical output below.

## Calculated quantities

```
in-plane period: 0.32 nm; outer planes at +/- 0.16 nm
well depths M, X: 36.0, 41.0 eV
well width, ion core width: 0.07, 0.05 nm
added electron density: 1.0e+13 cm^-2
added electrons per cell: 0.01024
plane-wave cutoff, cell height: 100 eV, 2.0 nm
valence edge k (units 2pi/a): (0.5, 0.5)
conduction edge k (units 2pi/a): (0.0, 0.5)
second valley k (units 2pi/a): (0.5, 0.5)
undoped conduction edge below vacuum: 10.041 eV
undoped gap: 0.5294 eV
undoped valley separation: 1393.81 meV
gate compensation, gap: 0.5662 eV
gate compensation, valley separation: 1398.80 meV
gate compensation, outside field: 9.0454 MV/cm
M compensation, gap: 0.5232 eV
M compensation, valley separation: 1392.09 meV
M compensation, outside field: 0.0002 MV/cm
X compensation, gap: 0.5694 eV
X compensation, valley separation: 1398.76 meV
X compensation, outside field: 0.0005 MV/cm
Gauss field e n/(2 eps0): 9.0476 MV/cm
gate gap minus undoped gap: 36.82 meV
gap error, charge on M minus gate: -42.98 meV
gap error, charge on X minus gate: 3.22 meV
bare first-order gap shift, charge on M: -119.68 meV
valley separation error, charge on M: -6.71 meV
bare first-order gap shift, charge on X: 2.04 meV
valley separation error, charge on X: -0.04 meV
gap error, planes at 0.5 nm: -0.0382 meV
bare gap shift, charge above/below M at 0.0 nm: -119.6760 meV
bare gap shift, charge above/below M at 0.1 nm: -78.1899 meV
bare gap shift, charge above/below M at 0.2 nm: -25.3122 meV
bare gap shift, charge above/below M at 0.3 nm: -5.2310 meV
bare gap shift, charge above/below M at 0.5 nm: -0.1280 meV
reciprocity at delta/10, 4x4 mesh, band side: -4.1573 meV
reciprocity at delta/10, 4x4 mesh, nucleus side: -4.1576 meV
lattice field ripple / mean at 0.15, 0.30 nm: 0.4444, 0.02216
M gap error on 2x2 k mesh: -35.43 meV
its change, cutoff 125 eV and height 2.2 nm: -0.048 meV
M gap error change, 8x8 instead of 6x6 k mesh: -0.788 meV
edge masses along x, y: 1.671, 0.357 electron masses
equivalent valleys: 2; zero-temperature filling: 15.49 meV
thermal energy at 300 K: 25.85 meV
single gate, bare drop between outer planes: 289.5 meV
rough insulator: 5 nm, permittivity 4, barrier 3 eV
field in this insulator: 2.262 MV/cm
log10 tunnelling factor to gate: -34.6
log10 gate ripple factor: -42.6
vacuum emission distance, rough affinity 4 eV: 4.42 nm
```
